\section*{Why diblock melts order at a finite period while blends separate}

\section*{The constraint set by the junction}

\textbf{Q.} I anneal two films with the same A and B segments and the same $\chi$. In one, each A chain is bonded to a B chain; in the other it is not. Why should one bond per chain decide between a nanometre pattern and macroscopic phases?

\textbf{A.} Ask how a region much larger than a chain could become rich in A. In the blend, A chains move in and B chains move out. In the diblock melt, every chain that moves in brings its B block along. If all chains have the same A fraction $f$ and the melt is incompressible, exchanging whole chains changes nothing. What remains is to shift A blocks relative to the B blocks they are bonded to, and that stretches chains.

Let each chain have $N$ segments of volume $v_0$ and length $b$, with $\bar f=1-f$. Suppose the centres of the two blocks acquire a mean separation $R(z)$ along $z$. At fixed chain centre, the A block moves by $\bar fR$ and the B block by $-fR$. The volume carried is $f\bar fR$ of A and $-\bar f fR$ of B, so the total density is unchanged. Conservation of A gives
\begin{equation}
\delta\phi=-\frac{d}{dz}\left(f\bar f R\right).
\end{equation}
For a wave $\delta\phi=a\cos qz$, integration gives
\begin{equation}
R(z)=-\frac{a}{qf\bar f}\sin qz .
\end{equation}
The displacement needed for a given amplitude grows in proportion to the wavelength.

\textbf{Q.} How much does that displacement cost?

\textbf{A.} Take Gaussian chains, whose steps are independent. Measured from the junction, the centre of a block of $n$ segments has mean-square distance
\begin{equation}
\frac{b^2}{n^2}\int_0^n\!\!\int_0^n \min(s,s')\,ds\,ds'=\frac{nb^2}{3},
\end{equation}
because two points on the block share the first $\min(s,s')$ steps. The two blocks are independent walks, so their centres are separated by
\begin{equation}
R_{AB}^2=\frac{fNb^2}{3}+\frac{\bar fNb^2}{3}=\frac{Nb^2}{3}=2R_g^2,\qquad R_g^2=\frac{Nb^2}{6}.
\end{equation}
One Cartesian component has variance $R_{AB}^2/3$. Holding its mean at $R$ therefore costs $3k_BTR^2/(2R_{AB}^2)$ per chain. The average of $\sin^2qz$ is $1/2$, hence
\begin{equation}
\frac{G_{\rm spring}}{k_BT}=\frac{3a^2}{4q^2f^2\bar f^2R_{AB}^2}
=\frac{3a^2}{8f^2\bar f^2x},\qquad x=q^2R_g^2. \label{spring}
\end{equation}
This diverges as $q\to0$. The contact energy gained by unmixing has no such divergence, so for any finite $\chi$ the longest waves stay suppressed.

\section*{The response at every wavelength}

\textbf{Q.} The spring picture covers long waves. What fixes the wavelength that does appear?

\textbf{A.} We need the cost at every $q$. I use mean field to second order in the amplitude, the random phase approximation. Label segments by $s$ from 0 to 1 along a chain. Apply weak fields so that a chain configuration has the extra weight
\begin{equation}
\exp\left[(u+\epsilon)C_A+(u-\epsilon)C_B\right],\qquad
C_{A,B}=\int_{A,B}\cos qz(s)\,ds .
\end{equation}
Here $\epsilon$ drives A and B apart, and $u$ acts on both to keep the total density uniform. For a chain placed at random, with unperturbed averages,
\begin{equation}
\langle\cos qz(s)\cos qz(s')\rangle=\tfrac12 e^{-x|s-s'|},
\end{equation}
since $z(s)-z(s')$ is Gaussian with variance $Nb^2|s-s'|/3$. Define the pair sums
\begin{align}
P_A&=2\int_0^f(f-t)e^{-xt}dt=\frac{2(fx+e^{-fx}-1)}{x^2},\\
P_X&=\int_0^f\!ds\int_0^{\bar f}\!ds'\,e^{-x(s+s')}
=\frac{(1-e^{-fx})(1-e^{-\bar fx})}{x^2},
\end{align}
and $P_B$ as $P_A$ with $f\to\bar f$. The cross sum $P_X$ exists because a junction joins the blocks. As $C_A$ and $C_B$ have zero mean, the single-chain partition function $Q$, normalized to 1 without fields, obeys to second order
\begin{equation}
\ln Q=\tfrac14\left[(u+\epsilon)^2P_A+(u-\epsilon)^2P_B+2(u^2-\epsilon^2)P_X\right].
\end{equation}
With $\Sigma=P_A+P_B+2P_X$, this is
\begin{equation}
\ln Q=\tfrac14\left[u^2\Sigma+2u\epsilon(P_A-P_B)+\epsilon^2(P_A+P_B-2P_X)\right].
\end{equation}
The total-density wave is $\partial\ln Q/\partial u$. Setting it to zero gives $u=-\epsilon(P_A-P_B)/\Sigma$, and then
\begin{align}
\ln Q&=\frac{\epsilon^2}{4\Sigma}\left[(P_A+P_B)^2-4P_X^2-(P_A-P_B)^2\right]\notag\\
&=\epsilon^2\,\frac{P_AP_B-P_X^2}{\Sigma}\equiv\frac{\epsilon^2}{F}.
\end{align}
Thus
\begin{equation}
F(x)=\frac{P_A+P_B+2P_X}{P_AP_B-P_X^2}. \label{F}
\end{equation}

\textbf{Q.} How does $F$ become a free energy that I can compare with $\chi$?

\textbf{A.} Differentiating $\ln Q$ with respect to $\epsilon$ gives $\langle C_A-C_B\rangle$ in the field. In terms of densities this is the spatial average of $(\phi_A-\phi_B)\cos qz$. The oscillating part of $\phi_A-\phi_B$ is $2a\cos qz$, so the average is $a$. Hence $a=2\epsilon/F$. Removing the work done by the field leaves the entropy cost
\begin{equation}
\epsilon a-\ln Q=\frac{2\epsilon^2}{F}-\frac{\epsilon^2}{F}=\frac{\epsilon^2}{F}=\frac{Fa^2}{4}.
\end{equation}
The contact energy per chain is $\chi N\phi_A\phi_B$ in units of $k_BT$. Writing $\phi_A=f+\delta\phi$ and $\phi_B=\bar f-\delta\phi$, its linear term averages to zero and its quadratic term to $-\chi Na^2/2$. The total change is
\begin{equation}
\frac{G}{k_BT}=\frac{a^2}{4}\left[F(x)-2\chi N\right]. \label{G}
\end{equation}
In a volume $V$ there are $V/(Nv_0)$ chains. Equipartition gives each of the cosine and sine amplitudes
\begin{equation}
\langle a^2\rangle=\frac{2Nv_0}{V(F-2\chi N)}.
\end{equation}
The Fourier integral of $\delta\phi$ is $V(a_c-ia_s)/2$. With the structure factor normalized as its mean square divided by $v_0V$,
\begin{equation}
S(q)=\frac{V}{4v_0}\,2\langle a^2\rangle=\frac{N}{F(x)-2\chi N}.
\end{equation}
Raising $\chi$ lowers the whole inverse curve uniformly. The first wave to lose stability is the one at the minimum of $F$.

\textbf{Q.} Must that minimum lie at finite $q$?

\textbf{A.} Yes, for every $0<f<1$ in this model. At small $x$,
\begin{equation}
P_A\simeq f^2\left(1-\frac{fx}{3}\right),\quad
P_B\simeq\bar f^2\left(1-\frac{\bar fx}{3}\right),\quad
P_X\simeq f\bar f\left(1-\frac x2\right).
\end{equation}
Since $f+\bar f=1$,
\begin{equation}
P_AP_B-P_X^2\simeq f^2\bar f^2\left[\left(1-\frac x3\right)-(1-x)\right]=\frac23f^2\bar f^2x .
\end{equation}
The zeroth-order terms cancel: this is the fixed composition of each chain at work. With $\Sigma\to1$,
\begin{equation}
F\to\frac{3}{2f^2\bar f^2x}\qquad(x\to0),
\end{equation}
and $Fa^2/4$ reproduces the spring cost (\ref{spring}), including its factor.

At large $x$, $P_A\to2f/x$, $P_B\to2\bar f/x$ and $P_X\to1/x^2$. The cross term drops out at leading order, so
\begin{equation}
F\to\frac{2/x}{4f\bar f/x^2}=\frac{x}{2f\bar f}\qquad(x\to\infty).
\end{equation}
This is the entropy lost when composition varies on a scale shorter than the coil. Between these limits $F$ is continuous. It is also positive: $C_A$ and $C_B$ are not proportional to each other, so the Cauchy--Schwarz inequality gives $P_AP_B>P_X^2$. A positive continuous function that diverges at both ends has its minimum in between.

Setting the derivative of the sum of the two limiting forms to zero gives a rough position:
\begin{equation}
-\frac{3}{2f^2\bar f^2x^2}+\frac1{2f\bar f}=0
\quad\Rightarrow\quad x\simeq\sqrt{\frac{3}{f\bar f}} .
\end{equation}
For $f=1/2$ this is 3.46, about 8\% below the minimum of the full $F$ at $x_*=3.785$. There $F=20.99$, so the mean-field stability limit is $\chi N=10.495$.

\section*{Cutting the junctions}

\textbf{Q.} Show me the same calculation for the blend.

\textbf{A.} Cut every junction and keep the block lengths. Separate chains have no cross correlation, so $P_X=0$ and
\begin{equation}
F_{\rm blend}=\frac1{P_A}+\frac1{P_B}.
\end{equation}
The integral for $P_A$ contains $e^{-xt}$ with a positive weight, so $P_A$ falls as $x$ grows, and so does $P_B$. Therefore $F_{\rm blend}$ rises with $x$ and is smallest at $x=0$, where
\begin{equation}
\chi N=\frac12\left(\frac1{f^2}+\frac1{\bar f^2}\right),
\end{equation}
which is 4 for $f=1/2$. Here $N$ still means the total length of a cut pair.

\textbf{Q.} An instability at $q=0$ tells me how unmixing starts. Does it also say that the final state is macroscopic?

\textbf{A.} Not by itself. For that, compare finished states. For $f=1/2$, let the A-rich phase have A fraction $p$, and the other phase $1-p$. In the volume of one cut pair there are $2p$ A chains and $2(1-p)$ B chains, since each chain fills half that volume. Relative to the mixed state, Flory--Huggins theory gives per pair
\begin{equation}
\frac{G_{\rm bulk}}{k_BT}=2\left[p\ln p+(1-p)\ln(1-p)+\ln2\right]+\chi N\left[p(1-p)-\tfrac14\right],
\end{equation}
with $\ln[p/(1-p)]=(\chi N/2)(2p-1)$ from minimization over $p$. At $\chi N=6$ the minimum is $-0.230$.

Self-consistent field solutions for blend layers at the same $\chi N$ give $-0.062$, $-0.110$ and $-0.145$ at $x=1$, $0.5$ and $0.25$. Their distances from the bulk value are 0.168, 0.120 and 0.085. Each halving of $x$ lengthens the period by $\sqrt2$ and lowers the distance by nearly the same factor. That is the behaviour of an interface cost proportional to interface area per volume. The blend lowers its energy by coarsening, and no junction opposes it.

In the diblock, a wide A domain would have an interior out of reach of chains whose junctions sit at the interfaces. For $f=1/2$ and $\chi N=16$, the self-consistent field energy has a minimum at finite period, with $-0.442\,k_BT$ per chain. The search covered $2.2\le x\le4.2$, and the minimum lies inside that range.

\section*{Numbers for a lithographic diblock}

\textbf{Q.} Put this into nanometres for something I might spin on a wafer.

\textbf{A.} Take a symmetric diblock with $N=400$, $b=0.7$ nm, $v_0=0.15$ nm$^3$ and $\chi=0.04$, annealed at 500 K. Then $\chi N=16$ and
\begin{equation}
R_g=0.7\sqrt{400/6}=5.715\ {\rm nm},\qquad
\frac{2\pi}{q_*}=\frac{2\pi(5.715)}{\sqrt{3.785}}=18.5\ {\rm nm}.
\end{equation}

Impose a composition wave of amplitude $a=0.1$ and wavelength 200 nm. It has $x=(2\pi\times5.715/200)^2=0.0322$, and the blocks must shift by
\begin{equation}
\frac{0.1\times200}{2\pi\times0.25}=12.7\ {\rm nm}
\end{equation}
at the points of largest displacement. Their natural rms separation is 8.08 nm in three dimensions. The spring estimate is
\begin{equation}
\frac34\left(\frac{12.73}{8.083}\right)^2=1.86
\end{equation}
in units of $k_BT$ per chain. The full second-order response gives $753.4\times0.1^2/4=1.88$; higher orders in $a$ lower the cost of this wave by about 1\%, to 1.87.

The contact energy returns $16\times0.1^2/2=0.080$. To second order in $a$, as for the other values here, the long wave is thus unfavourable by $1.80\,k_BT$, or 78 meV, per chain. At $q_*$ the entropy cost of the same amplitude is 0.0525, and the net change is $-0.028$. For the cut blend at 200 nm the cost is 0.020 and the net change is $-0.060$. With $\chi$, temperature and amplitude fixed, the bond reverses the sign at 200 nm. The numerical output lists these values.

\textbf{Q.} Would scattering show the suppression before the melt orders?

\textbf{A.} Yes, within the model. Shorten the chain to $N=200$ at the same $\chi$, so that $\chi N=8$. The diblock is still mixed in mean field, and its peak is
\begin{equation}
S(q_*)=\frac{200}{20.99-16}=40.
\end{equation}
At a wavelength of 200 nm, $S$ is 0.135, about 300 times smaller. The cut blend with this total length is already beyond its stability limit of 4.

At $\chi=0.04$ the mean-field limits correspond to $N=10.495/0.04=262$ for the diblock and $N=4/0.04=100$ for the cut pair. The diblock at its limit has a period of about 15 nm. Shorter periods in this model need a larger $\chi$ or smaller segments, for symmetric chains near the threshold.

\section*{Where the argument weakens}

\textbf{Q.} My polymer is not perfectly monodisperse. Does that destroy the suppression?

\textbf{A.} It depends on what varies. If chains differ in length but share the same $f$, then at $q=0$ the pair sums averaged over chains are $f^2M$, $\bar f^2M$ and $f\bar fM$, with a common factor $M$. Their determinant $P_AP_B-P_X^2$ still vanishes, and so does $S(0)$.

A spread in composition is different. Mix equal numbers of chains of length $N$ with $f=1/2+\delta$ and $f=1/2-\delta$. The averages are $\langle f^2\rangle=1/4+\delta^2$, $\langle f^3\rangle=1/8+3\delta^2/2$ and $\langle f\bar f\rangle=1/4-\delta^2$. To first order in $x$,
\begin{align}
P_A=P_B&\simeq\left(\tfrac14+\delta^2\right)-\frac x3\left(\tfrac18+\tfrac32\delta^2\right),\\
P_X&\simeq\left(\tfrac14-\delta^2\right)\left(1-\frac x2\right),\qquad \Sigma\simeq1-\frac x3 .
\end{align}
The determinant is then
\begin{align}
P_AP_B-P_X^2&\simeq\delta^2+x\left[\left(\tfrac14-\delta^2\right)^2
-\tfrac23\left(\tfrac14+\delta^2\right)\left(\tfrac18+\tfrac32\delta^2\right)\right]\notag\\
&=\delta^2+x\left(\tfrac1{24}-\tfrac56\delta^2\right).
\end{align}
Dividing by $\Sigma$ adds $x\delta^2/3$, so at $\chi=0$
\begin{equation}
\frac SN=\frac1F\simeq\delta^2+x\left(\frac1{24}-\frac{\delta^2}{2}\right).
\end{equation}
Exchanging the two kinds of chain can now change the composition of a large region. While $\delta^2<1/12$, or $\delta<0.289$, $S$ still rises from $q=0$ and the first instability stays at finite $q$. Above that limit $q=0$ is a local maximum of $S$. At $\delta=0.35$, a scan over $0.01\le x\le100$ finds the smallest $F$ at its lowest $x$, so long waves become unstable first. For a small spread $\delta=0.03$, $S(0)/N=0.0009$ at $\chi=0$, and the threshold moves from 10.495 to 10.465, or 0.3\%. Practical samples spread more. For independent Schulz--Zimm blocks with overall $M_w/M_n=1.05$ and $1.10$, the rms $\delta$ is about 0.11 and 0.15, and the mean-field threshold, with $N$ the number average, falls to 9.70 and 8.89. A spread in length alone at fixed $f$, with $M_w/M_n=1.10$, gives 9.80.

\textbf{Q.} Is 10.495 where I should expect my film to order?

\textbf{A.} It is the mean-field stability limit, not a prediction of the measured transition. For $f\ne1/2$, symmetry no longer forbids a cubic term. A single cosine wave still has none, because shifting it by half a period reverses the sign of $a$. Three waves of equal amplitude $a$ whose wavevectors sum to zero, as in a hexagonal pattern, do have one. Their energy, $\alpha a^2-ca^3+\beta a^4$ with $c,\beta>0$, touches zero at nonzero $a$ when $\alpha=c^2/(4\beta)$, while the mixed state is still locally stable. Such a melt orders discontinuously before the limit is reached.

For $f=1/2$ and equal segment lengths the cubic term vanishes, but thermal fluctuations matter. The self-consistent field calculation gives a quartic energy $Ba^4$ per chain with $B=2.447$. Represent it by a local term $(\lambda/24)\delta\phi^4$. As $\cos^4qz$ averages to $3/8$, $\lambda=64B$. The Hartree approximation replaces $\delta\phi^4$ by $6\langle\delta\phi^2\rangle\delta\phi^2$. With $r=N/S(q_*)$, this gives
\begin{equation}
r=2(10.495-\chi N)+32B\langle\delta\phi^2\rangle .
\end{equation}
Near the peak, write $N/S=r+C(qR_g-\sqrt{x_*})^2$ with $C=7.286$. Integrating over the shell of soft modes gives
\begin{align}
\langle\delta\phi^2\rangle&=v_0\int\frac{d^3q}{(2\pi)^3}S(q)
\simeq\frac{Nv_0}{R_g^3}\,\frac{x_*}{2\pi^2}\,\frac{\pi}{\sqrt{Cr}},\\
r&=2(10.495-\chi N)+\frac K{\sqrt r},\\
K&=32(2.447)(0.3214)\frac{3.785}{2\pi\sqrt{7.286}}=5.62 .
\end{align}
At the mean-field limit $r=K^{2/3}=3.16$, not zero. Mean field would give that value 1.58 units of $\chi N$ earlier. Since $K/\sqrt r$ grows without bound as $r\to0$, the mixed state in this approximation stays locally stable at any finite $\chi$, and ordering has to be discontinuous. I have not compared the energies that would locate it. The estimate is rough: the peak half-width $\sqrt{r/C}=0.66$ is not small beside $\sqrt{x_*}=1.95$. The 1.58 measures how far fluctuations shift the response at the mean-field limit. It does not locate the transition, which can lie further out.

\textbf{Q.} How close is the example to a real resist material?

\textbf{A.} The parameters are round numbers in the regime of polystyrene--poly(methyl methacrylate), for which $\chi$ is roughly a few hundredths. The period of the ordered state differs from that of the first unstable wave: at $\chi N=16$ the self-consistent field period is 21.7 nm, 17\% above $2\pi/q_*$. For the threshold, a dispersity of 1.05 to 1.10 lowers $\chi N$ by about 0.8 to 1.6, while fluctuations push the other way. Their offset of 1.58 corresponds to about 40 segments at $\chi=0.04$, with $K$ held at its value for $N=400$. So 262 is likely too short a chain to count on, and adding 40 segments need not be enough, because the offset is not the delay of ordering itself. Unequal segment lengths of 0.65 and 0.75 nm move the mean-field stability limit only to 10.516. They also break the A--B symmetry, so a small cubic term appears even at $f=1/2$. Compressibility, film surfaces and guiding patterns are left out. A guiding pattern can select orientation and registry, but the preference for a finite period is already present in the unguided melt, because every chain carries both components in the same proportion.

\section*{Computed results}
\begin{verbatim}
segments N: 400
segment length b: 0.7 nm
segment volume v0: 0.15 nm^3
chi: 0.04
chi N: 16
temperature: 500 K
kT: 43.09 meV
Rg: 5.715 nm
rms distance of block centres: 8.083 nm
x* at f=1/2: 3.7852
x* from balancing the two limits: 3.464
F(x*): 20.99
diblock threshold chi N: 10.495
blend threshold chi N: 4
period 2pi/q*: 18.46 nm
shortest diblock that orders, N: 262.4
its period 2pi/q*: 14.95 nm
shortest cut pair that demixes, total N: 100
wave amplitude: 0.1
long wavelength: 200 nm
x at long wavelength: 0.03224
F diblock at long wavelength: 753.4
block shift needed, amplitude: 12.73 nm
spring estimate of cost: 1.861 kT per chain
diblock entropy cost, long wave: 1.884 kT per chain
diblock entropy cost at q*: 0.05247 kT per chain
blend entropy cost, long wave: 0.02011 kT per pair
contact energy gain: 0.08 kT per chain
net diblock, long wave: 1.804 kT per chain
net diblock, long wave: 77.71 meV per chain
net diblock at q*: -0.02753 kT per chain
net blend, long wave: -0.05989 kT per pair
short chain N: 200
short chain chi N: 8
short chain S(q*): 40.08
short chain S at long wavelength: 0.135
ordered-state period (SCF): 21.67 nm
ordered-state energy (SCF): -0.4424 kT per chain
blend SCF test chi N: 6
blend SCF energy at x=1.0: -0.06199 kT per pair
blend SCF energy at x=0.5: -0.1101 kT per pair
blend SCF energy at x=0.25: -0.1452 kT per pair
blend bulk energy: -0.2304 kT per pair
quartic coefficient: 2.447
peak curvature in q Rg: 7.286
N v0/Rg^3: 0.3214
Hartree K: 5.616
Hartree N/S(q*) at threshold: 3.159
equivalent offset in chi N: 1.58
composition spread limit delta: 0.2887
small spread delta: 0.03
S(0)/N at chi=0 for small spread: 0.0009
threshold chi N with small spread: 10.465
unequal segment length A: 0.65 nm
unequal segment length B: 0.75 nm
threshold chi N, unequal lengths: 10.516
\end{verbatim}
